# Checking Coupled-Cluster Codes with Explicit Fermion Matrices

A coupled-cluster program has converged, and you must decide whether to trust its energy for a production calculation. Convergence shows that the programmed equations have been solved. It does not show that they are the right equations. For six to eight spin orbitals, every operator fits into an ordinary matrix, and the equations can be solved directly from their definition. The result is a reference against which energies, amplitudes and unconverged residuals can be compared.

## Two states by hand

Let $\Phi$ be a reference determinant and $\Phi_D$ one excited determinant. Suppose that these two orthonormal states span the whole space. Measuring energy from that of $\Phi$, write

$$
H=\begin{pmatrix}0&K\\K&G\end{pmatrix},\qquad
T=\begin{pmatrix}0&0\\t&0\end{pmatrix}.
$$

Here $K$ is the real coupling, $G>0$ is the energy gap, and $t$ is the unknown amplitude. Since $T$ turns $\Phi$ into $t\Phi_D$ and annihilates $\Phi_D$, we have $T^2=0$. Thus $e^{T}=1+T$ and $e^{-T}=1-T$. First multiply on the right:

$$
He^T=
\begin{pmatrix}0&K\\K&G\end{pmatrix}
\begin{pmatrix}1&0\\t&1\end{pmatrix}
=\begin{pmatrix}Kt&K\\K+Gt&G\end{pmatrix}.
$$

Multiplication on the left by $e^{-T}$ subtracts $t$ times the first row from the second:

$$
\bar H=e^{-T}He^T=
\begin{pmatrix}Kt&K\\K+Gt-Kt^2&G-Kt\end{pmatrix}.
$$

The lower-left entry is the residual $R$. If $R=0$, then $\bar H\Phi=Kt\,\Phi$, so $E=Kt$ is an eigenvalue. The transformation has decoupled the first column, although the upper-right entry is still $K$.

The equation $Kt^2-Gt-K=0$ has two roots. The one that vanishes as $K\to0$ is

$$
t=\frac{G-\sqrt{G^2+4K^2}}{2K}.
$$

For $K=0.2$ and $G=1.0$ hartree ($E_h$),

$$
t=\frac{1-\sqrt{1.16}}{0.4}=-0.19258,\qquad
E=0.2\,t=-0.03852\ E_h.
$$

This is the lower eigenvalue of $H$. The other root gives the upper one, so a vanishing residual does not by itself identify the ground state.

Newton's method uses $J=dR/dt=G-2Kt$. At $t=0$, $R=0.2$ and $J=1$, so the first update gives $t=-0.2$. There $R=0.2-0.2-0.2(0.04)=-0.008$ and $J=1.08$. The next value is $-0.2+0.008/1.08=-0.19259$, already close to the root.

## Fermion signs as matrices

For several electrons, the matrices must reproduce the signs of exchanged fermions. In the basis (empty, filled), define

$$
a=\begin{pmatrix}0&1\\0&0\end{pmatrix},\qquad
Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

Two spin orbitals are represented by $a_0=a\otimes1$ and $a_1=Z\otimes a$. Direct multiplication gives $aZ=-a$ and $Za=a$. Therefore

$$
a_0a_1+a_1a_0=aZ\otimes a+Za\otimes a=0.
$$

Replacing the second factor $a$ by $a^\dagger$ gives $a_0a_1^\dagger+a_1^\dagger a_0=0$ in the same way. For equal labels, $Z^2=1$ and $aa^\dagger+a^\dagger a=1$ give the required unit matrix, and $a^2=0$ gives $a_p^2=0$.

The Jordan-Wigner rule for $n$ spin orbitals, numbered from 0, is

$$
a_p=\underbrace{Z\otimes\cdots\otimes Z}_{p}\otimes a\otimes
\underbrace{1\otimes\cdots\otimes1}_{n-p-1}.
$$

For $p<q$, the factors before $p$ give $Z^2=1$ in both orders. At position $p$, the two orders contain $aZ$ and $Za$, which differ in sign. All remaining factors agree. Hence

$$
\{a_p,a_q\}=0,\qquad \{a_p,a_q^\dagger\}=\delta_{pq}.
$$

All matrices here are real, so a dagger is a transpose. Creation operators are the transposes of the $a_p$.

## The Hamiltonian and the excitations

With fixed nuclei and real orbitals,

$$
H=E_{\rm nuc}+\sum_{pq}h_{pq}a_p^\dagger a_q
+\frac14\sum_{pqrs}\langle pq||rs\rangle
a_p^\dagger a_q^\dagger a_s a_r,
$$

where $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. Exchanging $p$ and $q$ changes the sign of both the integral and the operator product. The same holds for $r$ and $s$. Each set of four equal terms cancels the factor $1/4$, leaving

$$
H_2=\sum_{p<q}\sum_{r<s}\langle pq||rs\rangle P_{pq}^\dagger P_{rs},
\qquad P_{rs}=a_sa_r.
$$

This form saves many matrix products.

Let $i,j$ label the $N$ spin orbitals occupied in $\Phi$, and $a,b$ the empty ones. As subscripts or superscripts these letters are labels; $a_p$ is an operator. Singles and doubles are

$$
\tau_i^a=a_a^\dagger a_i,\qquad
\tau_{ij}^{ab}=a_a^\dagger a_b^\dagger a_j a_i.
$$

Higher ranks follow the same order: creators forward, annihilators backward. Set $T=\sum_\mu t_\mu\tau_\mu$, counting each excitation once, with $i<j$ and $a<b$ for doubles. Define $\Phi_\mu=\tau_\mu\Phi$ by matrix multiplication, so that its sign is fixed automatically.

The operators inside $T$ create in empty orbitals and annihilate in occupied ones. These two sets have no orbital in common, so all of these operators anticommute. Each $\tau_\mu$ contains an even number of them; consequently all $\tau_\mu$ commute. A product of $N+1$ excitations must contain some occupied-orbital annihilator twice, and its square is zero. Thus $T^{N+1}=0$, and $e^T$ is a finite polynomial.

## The equations to solve

Start from the Schrödinger equation $He^T\Phi=Ee^T\Phi$. Multiply by $e^{-T}$, using $e^{-T}e^T=1$:

$$
\bar H\Phi=E\Phi,\qquad \bar H=e^{-T}He^T.
$$

Projection on $\Phi$ and on the orthogonal states $\Phi_\mu$ gives

$$
E=\langle\Phi|\bar H|\Phi\rangle,\qquad
R_\mu=\langle\Phi_\mu|\bar H|\Phi\rangle=0.
$$

If $T$ contains every rank up to $N$, the states $\Phi$ and $\Phi_\mu$ span the whole $N$-electron space. A root then gives an exact eigenvector of the matrix $H$, in the chosen orbital basis. The desired eigenvector must overlap $\Phi$, because $\langle\Phi|e^T\Phi\rangle=1$.

CCSD keeps singles and doubles in $T$ and imposes just those projections. CCSDT adds triples, and CCSDTQ adds quadruples. Truncation makes the solution approximate, but it does not spoil the similarity transformation. If $\bar Hv=\lambda v$, multiplication by $e^T$ gives $H(e^Tv)=\lambda(e^Tv)$. Thus $\bar H$ has the full spectrum of $H$ for any $T$. What truncation loses is that $\Phi$ itself need not be an eigenvector of $\bar H$.

The energy formula also provides an early check. Since $T$ only excites, $\langle\Phi|T=0$ and $\langle\Phi|e^{-T}=\langle\Phi|$. The Hamiltonian connects $\Phi$ to at most doubles, so

$$
E=E_\Phi+\sum_{ia}f_{ia}t_i^a+
\sum_{i<j,\,a<b}\langle ij||ab\rangle
\left(t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a\right).
$$

Here $E_\Phi=\langle\Phi|H|\Phi\rangle$ and $f$ is the Fock matrix. The last two products are the doubles contained in $T_1^2/2$, where $T_1$ is the singles part of $T$. For canonical Hartree-Fock orbitals, $f_{ia}=0$. At $t=0$ the doubles residual is $\langle ab||ij\rangle$. Keeping the diagonal Fock contribution to the next order gives

$$
\langle ab||ij\rangle+
(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)t_{ij}^{ab}=0.
$$

These are the MP2 amplitudes. Inserted into the energy formula with zero singles, they must give the MP2 energy. This is a first check before any nonlinear equations are solved, but a limited one. The result is $E_\Phi-\sum_{i<j,\,a<b}\langle ij||ab\rangle^2/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$, in which each integral appears squared. It tests the magnitudes of the $\langle ij||ab\rangle$ and the orbital energies, in this one combination, and it is blind to a wrong sign carried by such an integral in both the amplitude and the energy formula. The other integral blocks enter only through $E_\Phi$ and the orbital energies, and are otherwise not tested.

## Newton's method with matrices

Because the excitations commute,

$$
\frac{\partial e^T}{\partial t_\nu}=e^T\tau_\nu,\qquad
\frac{\partial e^{-T}}{\partial t_\nu}=-\tau_\nu e^{-T}.
$$

The product rule then gives $\partial\bar H/\partial t_\nu=\bar H\tau_\nu-\tau_\nu\bar H$, and hence

$$
J_{\mu\nu}=\frac{\partial R_\mu}{\partial t_\nu}
=\langle\Phi_\mu|\bar H|\Phi_\nu\rangle
-\langle\Phi_\mu|\tau_\nu\bar H|\Phi\rangle.
$$

Put the vectors $\Phi_\mu$ into the columns of `X`, and stack the matrices $\tau_\mu$ in `taus`. One iteration is

```python
T = np.tensordot(t, taus, axes=1)
hbar = expm(-T) @ H @ expm(T)
v = hbar @ phi
R = X.T @ v
J = X.T @ (hbar @ X) - X.T @ (taus @ v).T
t = t - np.linalg.solve(J, R)
```

Start from $t=0$ and stop when the largest $|R_\mu|$ is small enough. A singular $J$ prevents the step, and a poor start can lead to another root. For a small system, diagonalizing $H$ in the $N$-electron space shows which state the complete calculation has reached.

The matrix side is $2^n$: 64 for six spin orbitals and 256 for eight. At twelve it is 4096, and a single dense matrix in double precision takes about 134 MB. The method is meant for checking.

## Four electrons in eight spin orbitals

Consider a linear H$_4$ chain with neighboring nuclei 2.0 bohr apart, using restricted Hartree-Fock orbitals in the STO-3G basis. Even labels have spin $\alpha$, odd labels $\beta$, and labels 0 to 3 are occupied. There are 16 singles, 36 doubles, 16 triples and one quadruple. Together with $\Phi$ they make $1+16+36+16+1=70$ determinants, the full four-electron space.

CCSD therefore has $16+36=52$ unknowns. From $t=0$, its largest residuals in successive Newton steps are

$$
1.4\times10^{-1},\quad1.6\times10^{-2},\quad9.9\times10^{-5},\quad
4.3\times10^{-9},\quad5.6\times10^{-17}\ E_h.
$$

The last value is at the level of rounding. The largest double, $(2,3)\to(4,5)$, has amplitude $-0.213$. The largest single has magnitude $0.0059$.

| Method | Energy ($E_h$) |
|---|---|
| RHF | −2.075243 |
| MP2 | −2.120222 |
| CCSD | −2.151004 |
| CCSDT | −2.151120 |
| CCSDTQ | −2.151007 |
| Full CI | −2.151007 |

CCSDTQ reproduces full CI to rounding, as it must with all ranks present. Full CI is exact within this small basis; basis-set error, nuclear motion and relativity are left out. The basis-set error is large: in cc-pVDZ the full CI energy is $-2.24303\ E_h$, about $0.09\ E_h$ lower. The digits in the table are for comparing codes, not for describing H$_4$.

In this basis and at this spacing, CCSD is closer to full CI than CCSDT is. The CCSD energy is $3.5\times10^{-6}\ E_h$ above full CI, while CCSDT is $1.13\times10^{-4}\ E_h$ below it. Going from CCSD to CCSDT lowers the energy by $1.16\times10^{-4}\ E_h$; adding the quadruple raises it by $1.13\times10^{-4}\ E_h$. The two changes nearly cancel here, and the cancellation is accidental. The CCSD error changes sign between 2.0 and 2.1 bohr. In the 6-31G basis at 2.0 bohr the order is reversed, with CCSD $3.3\times10^{-4}\ E_h$ above full CI and CCSDT $4.9\times10^{-5}\ E_h$ below it. Projected energies are not variational, so a higher rank need not improve the energy at each step.

The CCSD state is less accurate than its projected energy suggests. The projections it leaves unsolved reach $9.7\times10^{-3}\ E_h$ for triples and $5.0\times10^{-3}\ E_h$ for the quadruple. With $\Psi=e^T\Phi$, the expectation value

$$
\frac{\langle\Psi|H|\Psi\rangle}{\langle\Psi|\Psi\rangle}
=-2.150881\ E_h
$$

is $1.26\times10^{-4}\ E_h$ above full CI. It obeys the variational bound and differs from the projected energy. When checking a code, compare like with like.

A six-spin-orbital check is equilateral H$_3^+$ with side 1.65 bohr, in the same basis. Two electrons allow no rank above two, so CCSD must equal full CI. Both give $-1.262041\ E_h$, against an RHF energy of $-1.237548\ E_h$. These too are minimal-basis values; in cc-pVTZ the CCSD energy is $-1.34154\ E_h$, about $0.08\ E_h$ lower.

## Testing equations away from their solution

For H$_4$, a separate spin-orbital CCSD code agrees with the matrix calculation to $7\times10^{-12}\ E_h$ in energy and $8\times10^{-11}$ in the amplitudes. Such a comparison needs the same orbitals, phases, ordering and normalization. It can still miss an error in a term that is tiny at the solution.

To see which term may be hidden, define $H(s)=e^{-sT}He^{sT}$. Differentiation gives $H'(s)=e^{-sT}[H,T]e^{sT}$. Repeating this and evaluating the Taylor series at $s=1$ gives

$$
\bar H=H+[H,T]+\frac1{2!}[[H,T],T]+\cdots.
$$

The product rule for commutators lets $T$ act on one field operator of $H$ at a time. The commutator is nonzero only for an occupied-orbital creator or an empty-orbital annihilator. It replaces that operator by a product of operators of the kind found in $T$, which commutes with every further $T$. Since $H$ has at most four field operators, the fifth nested commutator vanishes.

In the fourth commutator, all four operators of $H$ have been used. The contributing part of $H$ has two occupied-orbital creators and two empty-orbital annihilators, so it lowers the excitation rank by two. If the four factors of $T$ have total rank $r$, the result has rank $r-2$. A double requires $r=4$, hence four singles. The quartic term in the doubles equation therefore contains $T_1^4$ alone.

At the CCSD solution this term is at most $1.3\times10^{-10}\ E_h$ in any residual. Its smallness follows from the small singles: $0.0059^4\approx1.2\times10^{-9}$, before multiplication by an integral. Deliberately deleting the term changes the converged energy by only $5\times10^{-11}\ E_h$. An energy comparison to $10^{-8}\ E_h$ would pass the faulty code.

Now draw all 52 amplitudes at random between $-0.5$ and $0.5$, without solving anything. In one such draw the missing term reaches $0.0091\ E_h$ and is plainly visible. Its size depends on the draw: over 300 draws it lay between $10^{-3}$ and $5\times10^{-2}\ E_h$. With singles restricted to conserve spin projection and inversion symmetry it was typically $10^{-3}\ E_h$ and once as small as $10^{-6}\ E_h$, so use several draws. With the correct equations, the two codes' residuals, as large as $0.84\ E_h$, differ by at most $5\times10^{-16}\ E_h$.

A code may return an updated amplitude instead of a residual, as the one used here does. For a double, let $D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$ and write the residual as $R=W(t)-Dt$. If the update is $t_{\rm new}=W(t)/D$, then

$$
D(t_{\rm new}-t)=W(t)-Dt=R.
$$

For a single, use $D=\varepsilon_i-\varepsilon_a$. Level shifts, damping and extrapolation must be off, since they change the update. Random doubles must be antisymmetric in $i,j$ and in $a,b$. If the code assumes a spin or spatial symmetry, the random amplitudes must obey it too.

Correct codes may also define different residuals away from convergence. Suppose a code projects $(H-E)e^T\Phi$, with $E=\langle\Phi|\bar H|\Phi\rangle$ at the current amplitudes. Since

$$
(H-E)e^T\Phi=e^T(\bar H-E)\Phi,
$$

its doubles projection is

$$
R_{ij}^{ab}+\sum_{\nu\in\text{singles}}
\langle\Phi_{ij}^{ab}|T_1|\Phi_\nu\rangle R_\nu.
$$

The extra term vanishes when the singles equations are solved, but not at random amplitudes. Convert one form to the other before calling a difference an error.

If a comparison fails, set the amplitudes to zero first; the residuals are then just $f_{ai}$ and $\langle ab||ij\rangle$, so this isolates those integrals and their signs. Then switch on random singles alone, random doubles alone, and finally both. Scaling the amplitudes by a common factor separates linear, quadratic, cubic and quartic contributions, because each residual is a polynomial of degree at most four. The numerical check carries out the comparisons at convergence and with all random amplitudes present.

## Computed results

```
Two-state model: K = 0.2 Eh, G = 1.0 Eh
Two-state amplitude t = -0.192582 (no unit)
Two-state CC energy = -0.038516 Eh
Two-state lower eigenvalue = -0.038516 Eh
H4 spacing = 2.0 bohr; basis STO-3G
H4 spin orbitals = 8, electrons = 4
Fock-space dimension = 256; N-electron = 70
Determinants of rank 1, 2, 3, 4 = 16 36 16 1
RHF orbital energies (Eh) = -0.594534 -0.372061 0.268058 0.775464
H4 nuclear repulsion = 2.16666667 Eh
H4 RHF energy = -2.07524283 Eh
H4 MP2 energy = -2.12022246 Eh
H4 CCSD energy = -2.15100365 Eh; minus full CI = 3.49e-06 Eh
H4 CCSDT energy = -2.15111984 Eh; minus full CI = -1.13e-04 Eh
H4 CCSDTQ energy = -2.15100714 Eh; minus full CI = 2.66e-15 Eh
H4 full-CI energy = -2.15100714 Eh
H4 CCSD expectation energy = -2.15088125 Eh
CCSD Newton step 0: max residual = 1.37e-01 Eh
CCSD Newton step 1: max residual = 1.59e-02 Eh
CCSD Newton step 2: max residual = 9.85e-05 Eh
CCSD Newton step 3: max residual = 4.34e-09 Eh
CCSD Newton step 4: max residual = 5.55e-17 Eh
Largest rank-1 amplitude: (0,) -> (4,), t = -0.005890
Largest rank-2 amplitude: (2, 3) -> (4, 5), t = -0.212626
CCSD leftover rank-3 projection, max = 9.69e-03 Eh
CCSD leftover rank-4 projection, max = 5.04e-03 Eh
CCSD H_bar asymmetry, max = 0.1449 Eh
H_bar spectrum error, max = 6.9e-15 Eh
Other code: converged energy difference = 7.0e-12 Eh
Other code: max amplitude difference = 8.0e-11
Random amplitudes drawn between -0.5 and 0.5
Random t: max residual = 0.8371 Eh
Random t: residual difference = 5.0e-16 Eh
Random t: fourth commutator, max = 0.6766 Eh
Random t: fifth commutator, max = 5.6e-17 Eh
Quartic residual term at CCSD solution = 1.30e-10 Eh
Quartic residual term at random t = 0.0091 Eh
Energy error without quartic term = 5.2e-11 Eh
H3+ side = 1.65 bohr; spin orbitals = 6
H3+ RHF energy = -1.23754770 Eh
H3+ CCSD energy = -1.26204061 Eh
H3+ full-CI energy = -1.26204061 Eh
```
